**Reproduction of reference functions by a two-projector pseudopotential for hydrogen**

With chi_i = (e_i − T − Vloc) phi_i and B_ij = ⟨phi_i|chi_j⟩, the operator V = Σ |chi_i⟩ (B⁻¹)_ij ⟨chi_j| reproduces every reference function phi_i at its energy e_i if B is invertible and Hermitian. Here T is the radial kinetic energy, Vloc the local potential, and Q_ij the all-electron minus the pseudo overlap inside the core radius. The program solves the nonlocal radial equation in a piecewise-polynomial basis and asserts that the functions and logarithmic derivatives agree with the references at −0.5 and +0.5 hartree. It also asserts the 1s level and its tail, and that the 2s level, which is not a reference, is closer to its exact value than with Vloc alone. For a second set with a spoiled overlap it asserts B_12 − B_21 = (e_1 − e_2) Q_12. In that set B⁻¹ keeps the logarithmic derivatives and the 1s level but gives wrong functions, the symmetrized B loses both functions and logarithmic derivatives, and (B†)⁻¹ reproduces both. The output shows shape errors of 25% and 31% for B⁻¹ in the spoiled set, against rounding level for the norm-conserving set.

## Numerical check

```python
"""Multi-projector separable pseudopotential, s channel of hydrogen.

Result under test: with chi_i = (e_i - T - Vloc) phi_i and B_ij = <phi_i|chi_j>,
the operator V = sum_ij |chi_i> (B^-1)_ij <chi_j| gives
(T + Vloc + V) phi_k = e_k phi_k for every k, provided B is invertible and
Hermitian.  For real functions B_ij - B_ji = (e_i - e_j) Q_ij, where
Q_ij = <psi_i|psi_j> - <phi_i|phi_j> inside the core radius.
If B is not Hermitian, V keeps the energies and logarithmic derivatives of the
references but not the functions; (B^dagger)^-1 in place of B^-1 keeps both.
psi_i: all-electron radial functions u = r R; phi_i: pseudo functions;
T = -(1/2) d^2/dr^2; Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy.special import eval_legendre
from scipy.linalg import eigh, eigvals
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
core_radius = 1.2
energies = np.array([-0.5, 0.5])
slopes = [2.0, 1.0]            # du/dr at the origin; 2 normalizes the 1s state


def all_electron(energy, slope=1.0, terms=45):
    """Power series of the regular solution of -u''/2 - u/r = energy*u."""
    c = np.zeros(terms)
    c[1] = slope
    for n in range(1, terms - 1):
        c[n + 1] = -2 * (c[n] + energy * c[n - 1]) / (n * (n + 1))
    return Polynomial(c)


def build_basis(edges, degree=20, points=40):
    """Continuous piecewise polynomials vanishing at r = 0.
    Column len(edges)-2 is the only one nonzero at the outer edge."""
    x, w = leggauss(points)
    count = len(edges) - 1
    size = count * degree
    r, weight = np.zeros(count * points), np.zeros(count * points)
    value = np.zeros((count * points, size))
    slope = np.zeros_like(value)
    for k in range(count):
        rows = slice(k * points, (k + 1) * points)
        half = (edges[k + 1] - edges[k]) / 2
        r[rows] = edges[k] + half * (x + 1)
        weight[rows] = half * w
        value[rows, k] = (1 + x) / 2
        slope[rows, k] = 0.5 / half
        if k > 0:
            value[rows, k - 1] = (1 - x) / 2
            slope[rows, k - 1] = -0.5 / half
        for n in range(1, degree):
            col = count + k * (degree - 1) + n - 1
            value[rows, col] = eval_legendre(n + 1, x) - eval_legendre(n - 1, x)
            slope[rows, col] = (2 * n + 1) * eval_legendre(n, x) / half
    return r, weight, value, slope


def local_potential(r):
    """-1/r outside the core radius, a smooth even polynomial inside."""
    y = 1 - (r / core_radius) ** 2
    inside = -(1 + y / 2 + 3 * y**2 / 8 + 5 * y**3 / 16) / core_radius
    return np.where(r < core_radius, inside, -1 / np.maximum(r, core_radius))


def matrices(basis, chi, coupling):
    """Weak-form Hamiltonian and overlap matrix in the given basis."""
    r, weight, value, slope = basis
    h = 0.5 * slope.T @ (weight[:, None] * slope)
    h += value.T @ ((weight * local_potential(r))[:, None] * value)
    projections = value.T @ (weight[:, None] * chi.T)
    h += projections @ coupling @ projections.T
    return h, value.T @ (weight[:, None] * value)


inner_edges = [0.0, 0.4, 0.8, core_radius]
inner = build_basis(inner_edges)
r, weight, value, _ = inner
outer_hat = len(inner_edges) - 2


def core_solution(energy, chi, coupling):
    """Solution on [0, core radius] with unit slope at the core radius."""
    h, s = matrices(inner, chi, coupling)
    rhs = np.zeros(len(h))
    rhs[outer_hat] = 0.5
    coefficients = np.linalg.solve(h - energy * s, rhs)
    return value @ coefficients, 1 / coefficients[outer_hat]


# Stretching map g(r): linear and quadratic terms are set to remove the cusp
stretch = 0.5
linear, quadratic = stretch - 1, stretch**2 / 2
window = Polynomial([1, 0, -1 / core_radius**2])
g = Polynomial([0, 1]) + Polynomial([0, linear, quadratic]) * window**5
g1, g2, g3 = g.deriv(1), g.deriv(2), g.deriv(3)
assert g1(np.linspace(0, core_radius, 2001)).min() > 0


def stretched(u, x):
    """phi = sqrt(g') u(g) and its second derivative."""
    s, s1, s2 = g1(x), g2(x), g3(x)
    root = np.sqrt(s)
    root2 = s2 / (2 * root) - s1**2 / (4 * s * root)
    phi = root * u(g(x))
    second = (root2 * u(g(x)) + 2 * root * s1 * u.deriv(1)(g(x))
              + root * s**2 * u.deriv(2)(g(x)))
    return phi, second


def overlap(a, b):
    return (a * weight) @ b.T


series = [all_electron(e, c) for e, c in zip(energies, slopes)]
assert np.allclose(series[0](r), 2 * r * np.exp(-r), atol=1e-13)
psi = np.array([u(r) for u in series])
pairs = [stretched(u, r) for u in series]
phi = np.array([p[0] for p in pairs])
phi_second = np.array([p[1] for p in pairs])
for u in series:
    assert abs(stretched(u, 0.0)[1]) < 1e-12      # cusp removed


def projectors(functions, seconds):
    return (energies[:, None] - local_potential(r)) * functions + seconds / 2


chi = projectors(phi, phi_second)
B = overlap(phi, chi)
Q = overlap(psi, psi) - overlap(phi, phi)
B_inverse = np.linalg.inv(B)
assert np.abs(Q).max() < 1e-10
assert abs(B[0, 1] - B[1, 0]) < 1e-9
assert np.linalg.cond(B) < 1e6


def true_log_derivative(energy):
    u = all_electron(energy)
    return u.deriv()(core_radius) / u(core_radius)


def compare(functions, chi_set, coupling):
    """Errors of shape and of logarithmic derivative at both energies."""
    shape, logs = [], []
    for k, e in enumerate(energies):
        u, log_derivative = core_solution(e, chi_set, coupling)
        target = functions[k] / series[k].deriv()(core_radius)
        shape.append(np.abs(u - target).max() / np.abs(target).max())
        logs.append(abs(log_derivative - true_log_derivative(e)))
    return np.array(shape), np.array(logs)


shape_good, log_good = compare(phi, chi, B_inverse)
assert shape_good.max() < 1e-7 and log_good.max() < 1e-7

# Bound states in a large sphere
full_edges = inner_edges + [3.0, 7.0, 15.0, 30.0, 60.0]
full = build_basis(full_edges)
keep = np.arange(full[2].shape[1]) != len(full_edges) - 2
full = (full[0], full[1], full[2][:, keep], full[3][:, keep])
chi_full = np.zeros((2, len(full[0])))
chi_full[:, :len(r)] = chi
h, s = matrices(full, chi_full, B_inverse)
levels, vectors = eigh(h, s)
h_local, _ = matrices(full, chi_full, np.zeros((2, 2)))
levels_local = eigh(h_local, s, eigvals_only=True)
index_1s = np.argmin(abs(levels + 0.5))
level_1s = levels[index_1s]
level_2s = levels[np.argmin(abs(levels + 0.125))]
local_2s = levels_local[np.argmin(abs(levels_local + 0.125))]
assert abs(level_1s + 0.5) < 1e-8
assert abs(level_2s + 0.125) < abs(local_2s + 0.125)
outside = full[0] > core_radius
state = full[2] @ vectors[:, index_1s]
tail = 2 * full[0] * np.exp(-full[0])
tail_error = np.abs(np.abs(state[outside]) - tail[outside]).max()
assert tail_error < 1e-6

# Second set: a bump inside the core makes the mixed overlap wrong
bump_height = 0.5
bump = bump_height * Polynomial([0, 1]) * window**4
phi_bad, second_bad = phi.copy(), phi_second.copy()
phi_bad[1] += bump(r)
second_bad[1] += bump.deriv(2)(r)
chi_bad = projectors(phi_bad, second_bad)
B_bad = overlap(phi_bad, chi_bad)
Q_bad = overlap(psi, psi) - overlap(phi_bad, phi_bad)
asymmetry = B_bad[0, 1] - B_bad[1, 0]
predicted = (energies[0] - energies[1]) * Q_bad[0, 1]
assert abs(asymmetry) > 1e-3 and abs(asymmetry - predicted) < 1e-9
shape_literal, log_literal = compare(phi_bad, chi_bad, np.linalg.inv(B_bad))
shape_sym, log_sym = compare(phi_bad, chi_bad,
                             np.linalg.inv((B_bad + B_bad.T) / 2))
shape_dagger, log_dagger = compare(phi_bad, chi_bad, np.linalg.inv(B_bad.T))
# B^-1 gives the adjoint of the reproducing operator: wrong function inside
# the core, yet the right logarithmic derivative and the right bound level
assert shape_literal.max() > 1e-4 and log_literal.max() < 1e-7
assert shape_sym.max() > 1e-4 and log_sym.max() > 1e-6
assert shape_dagger.max() < 1e-7 and log_dagger.max() < 1e-7
chi_full_bad = np.zeros_like(chi_full)
chi_full_bad[:, :len(r)] = chi_bad
h_literal, _ = matrices(full, chi_full_bad, np.linalg.inv(B_bad))
levels_literal = eigvals(h_literal, s)
literal_error = np.abs(levels_literal + 0.5).min()
assert literal_error < 1e-7

print(f"core radius = {core_radius} bohr")
print(f"reference energies = {energies[0]}, {energies[1]} hartree")
print(f"slopes of psi at origin = {slopes[0]}, {slopes[1]} (a.u.)")
print(f"map g: linear coefficient a = {linear}, quadratic b = {quadratic} (a.u.)")
print(f"Vloc(0) = {float(local_potential(np.array(0.0))):.6f} hartree")
tiny = 1e-5
ratio = (stretched(series[0], tiny)[0] / series[0](tiny)) ** 2
print(f"1s density at nucleus, pseudo/all-electron = {ratio:.4f}")
print("Norm-conserving set (B, overlaps in a.u.)")
for i in range(2):
    for j in range(2):
        print(f"B[{i+1},{j+1}] = {B[i, j]:.8f}   "
              f"Binv[{i+1},{j+1}] = {B_inverse[i, j]:.6f}")
print(f"det B = {np.linalg.det(B):.8f}, condition number = {np.linalg.cond(B):.2f}")
core_overlap = overlap(psi, psi)
print(f"core overlaps psi: 11 {core_overlap[0,0]:.8f}, "
      f"12 {core_overlap[0,1]:.8f}, 22 {core_overlap[1,1]:.8f}")
print(f"largest |Q_ij| = {np.abs(Q).max():.1e}")
print("Logarithmic derivative at core radius (1/bohr)")
for e in (-0.5, 0.0, 0.5):
    print(f"E = {e:4.1f} hartree: all-electron {true_log_derivative(e):.8f}, "
          f"pseudo {core_solution(e, chi, B_inverse)[1]:.8f}")
print(f"largest relative shape error at references = {shape_good.max():.1e}")
print("Bound levels, sphere radius 60 bohr")
print("three lowest levels = "
      + ", ".join(f"{x:.8f}" for x in levels[:3]) + " hartree")
print("three lowest with Vloc alone = "
      + ", ".join(f"{x:.6f}" for x in levels_local[:3]) + " hartree")
print(f"1s level = {level_1s:.9f} hartree = {level_1s * HARTREE_EV:.6f} eV")
print(f"1s level error = {abs(level_1s + 0.5):.1e} hartree")
print(f"1s tail error beyond core = {tail_error:.1e} bohr^-1/2")
print(f"2s level (not a reference) minus exact = {level_2s + 0.125:.3e} hartree")
print(f"same with Vloc alone = {local_2s + 0.125:.3e} hartree")
print(f"Set with bump of height factor {bump_height} (a.u.)")
for i in range(2):
    print(f"B[{i+1},1] = {B_bad[i, 0]:.8f}, B[{i+1},2] = {B_bad[i, 1]:.8f}")
print(f"Q12 = {Q_bad[0, 1]:.8f}")
print(f"B12 - B21 = {asymmetry:.8f}, (e1 - e2) Q12 = {predicted:.8f}")
print("Errors at e1, e2: relative shape; log derivative (1/bohr)")
for name, a, b in (("B^-1", shape_literal, log_literal),
                   ("symmetrized B, inverted", shape_sym, log_sym),
                   ("(B^dagger)^-1", shape_dagger, log_dagger)):
    print(f"{name}: {a[0]:.2e}, {a[1]:.2e}; {b[0]:.2e}, {b[1]:.2e}")
print(f"1s level error with B^-1, bumped set = {literal_error:.1e} hartree")
print("success")
```

Printed output:

```
core radius = 1.2 bohr
reference energies = -0.5, 0.5 hartree
slopes of psi at origin = 2.0, 1.0 (a.u.)
map g: linear coefficient a = -0.5, quadratic b = 0.125 (a.u.)
Vloc(0) = -1.822917 hartree
1s density at nucleus, pseudo/all-electron = 0.1250
Norm-conserving set (B, overlaps in a.u.)
B[1,1] = -0.19177365   Binv[1,1] = -124.974559
B[1,2] = -0.09106087   Binv[1,2] = 252.214018
B[2,1] = -0.09106087   Binv[2,1] = 252.214018
B[2,2] = -0.04512157   Binv[2,2] = -531.161235
det B = 0.00036105, condition number = 153.43
core overlaps psi: 11 0.43029125, 12 0.15357174, 22 0.05835436
largest |Q_ij| = 2.2e-16
Logarithmic derivative at core radius (1/bohr)
E = -0.5 hartree: all-electron -0.16666667, pseudo -0.16666667
E =  0.0 hartree: all-electron -1.24830909, pseudo -1.24832548
E =  0.5 hartree: all-electron -3.50691425, pseudo -3.50691425
largest relative shape error at references = 1.3e-14
Bound levels, sphere radius 60 bohr
three lowest levels = -0.50000000, -0.12500020, -0.05555562 hartree
three lowest with Vloc alone = -0.398676, -0.111448, -0.051438 hartree
1s level = -0.500000000 hartree = -13.605693 eV
1s level error = 3.7e-11 hartree
1s tail error beyond core = 1.1e-11 bohr^-1/2
2s level (not a reference) minus exact = -2.003e-07 hartree
same with Vloc alone = 1.355e-02 hartree
Set with bump of height factor 0.5 (a.u.)
B[1,1] = -0.19177365, B[1,2] = -0.06256008
B[2,1] = -0.09720827, B[2,2] = -0.08081886
Q12 = -0.03464819
B12 - B21 = 0.03464819, (e1 - e2) Q12 = 0.03464819
Errors at e1, e2: relative shape; log derivative (1/bohr)
B^-1: 2.47e-01, 3.14e-01; 2.72e-15, 1.20e-14
symmetrized B, inverted: 2.89e-01, 1.57e-01; 5.25e-02, 6.21e-01
(B^dagger)^-1: 1.92e-14, 6.79e-15; 3.25e-15, 1.20e-14
1s level error with B^-1, bumped set = 3.9e-16 hartree
success
```
